# Hanle suppression of inverse-spin-Hall current for obliquely injected spins

A magnetic field that turns injected spins can weaken the voltage or current they produce, and the width of the resulting curve is a tempting measure of spin lifetime. If the curve is read as a Lorentzian in field, with half height where the precession angle in one lifetime is one radian, the answer can be badly wrong. For the 1500 nm semiconductor layer computed below, with the field perpendicular to the spins, the lifetime put in is 1 ns and that reading returns 0.23 ns. For a 100 nm layer of the same material it would return about 2 ps, if the magnet and the net injected flux stayed fixed. The fault lies in treating the inverse-spin-Hall current as a measure of how much spin the layer holds. It measures how much spin flows, and the two respond differently to a field.

Let a nonmagnetic layer occupy $0<z<d$ and be uniform in its plane. A magnet at $z=0$ injects a steady spin flux $q_0\mathbf p$, where $\mathbf p$ is a unit vector, and no spin leaves at $z=d$. In spin pumping, $\mathbf p$ is the mean direction of the precessing magnetization. The oscillating part of the pumped flux averages to zero in the layer, because the equations are linear and the field there is taken as static. I first hold the net flux $q_0$ fixed and later let spins return to the contact.

The algebra uses atomic units, $\hbar=e=m_e=1$. Let $\mathbf s(z)$ be the density of $\langle\boldsymbol\sigma\rangle$, so that its component along an axis is the density of up spins minus that of down spins. An electron in a field $B\mathbf b$, with $|\mathbf b|=1$ and $g\approx 2$, has the spin Hamiltonian

$$H=\tfrac12\Omega\,\mathbf b\cdot\boldsymbol\sigma,\qquad \Omega=\tfrac12 gB ,$$

which reads $\Omega=g\mu_BB/\hbar$ in SI units. The sense of precession follows from the commutator $[\sigma_c,\sigma_a]=2i\epsilon_{cak}\sigma_k$:

$$\frac{d\langle\sigma_a\rangle}{dt}=i\langle[H,\sigma_a]\rangle
=\frac{i\Omega}{2}b_c\,2i\epsilon_{cak}\langle\sigma_k\rangle
=\Omega\,\epsilon_{ack}b_c\langle\sigma_k\rangle
=\Omega(\mathbf b\times\langle\boldsymbol\sigma\rangle)_a .$$

The minus sign from $i^2$ was used to exchange the first two indices of $\epsilon$. Spins also diffuse, with flux $\mathbf q=-D\,\partial_z\mathbf s$ along $z$, and relax with one lifetime $\tau$ for all directions. Spin balance is $\partial_t\mathbf s=-\partial_z\mathbf q-\mathbf s/\tau+\Omega\,\mathbf b\times\mathbf s$, so in the steady state

$$D\mathbf s''-\frac{\mathbf s}{\tau}+\Omega\,\mathbf b\times\mathbf s=0 .$$

Choose $\mathbf e_1,\mathbf e_2$ so that $(\mathbf e_1,\mathbf e_2,\mathbf b)$ is right-handed. The component along $\mathbf b$ does not precess and has the usual diffusion length $\lambda=\sqrt{D\tau}$. For the other two, $\mathbf b\times\mathbf e_1=\mathbf e_2$ and $\mathbf b\times\mathbf e_2=-\mathbf e_1$, so the precession term has components $-\Omega s_2$ and $\Omega s_1$. In the combination $s_+=s_1+is_2$ these become $\Omega(-s_2+is_1)=i\Omega s_+$. Dividing by $D$ gives

$$s_+''=\frac{s_+}{\Lambda^2},\qquad
\Lambda=\frac{\lambda}{\sqrt{1-i\Omega\tau}},\qquad \mathrm{Re}\,\Lambda>0 .$$

This is the complex transverse spin diffusion length. Its meaning is plainest in a thick layer, where $s_+\propto e^{-z/\Lambda}$. Put $x=\Omega\tau>0$ and $r=\sqrt{1+x^2}$. Then

$$\frac1\Lambda=\frac1\lambda\left[\sqrt{\frac{r+1}{2}}-i\sqrt{\frac{r-1}{2}}\,\right],$$

as squaring the bracket confirms: its real part is $1$ and its imaginary part is $-\sqrt{r^2-1}=-x$. The real part of $1/\Lambda$ is the decay rate with depth. The negative imaginary part makes the phase of $s_+$ grow with depth, so the spins turn about $\mathbf b$ in the positive sense. The decay length is $1/\mathrm{Re}(1/\Lambda)$, which differs from $\mathrm{Re}\,\Lambda$.

In a layer of finite thickness, the general solution is a sum of $\cosh[(d-z)/\Lambda]$ and $\sinh[(d-z)/\Lambda]$. Zero flux at $z=d$ removes the second. Matching $-Ds_+'(0)=q_+(0)$ then gives

$$s_+(z)=q_+(0)\frac{\Lambda}{D}\frac{\cosh[(d-z)/\Lambda]}{\sinh(d/\Lambda)},\qquad
q_+(z)=q_+(0)\frac{\sinh[(d-z)/\Lambda]}{\sinh(d/\Lambda)} .$$

The electrical signal needs the flux summed over the thickness:

$$\int_0^d q_+\,dz=q_+(0)\,\Lambda\,\frac{\cosh(d/\Lambda)-1}{\sinh(d/\Lambda)}
=q_+(0)\,L(\Omega),\qquad L(\Omega)=\Lambda\tanh\frac{d}{2\Lambda}.$$

The last step uses $\cosh 2u-1=2\sinh^2u$ and $\sinh2u=2\sinh u\cosh u$. The longitudinal component obeys the same formula with $\Omega=0$.

To return to vectors, note that multiplying a complex transverse component by $i$ turns it through a right angle about $\mathbf b$. Thus $i p_+$ represents $\mathbf b\times\mathbf p$, while $p_+$ itself represents $\mathbf p-\mathbf b(\mathbf b\cdot\mathbf p)$. Multiplication by $L=\mathrm{Re}\,L+i\,\mathrm{Im}\,L$ therefore gives

$$\mathbf Q=\int_0^d\mathbf q\,dz=q_0\Big[L(0)\,\mathbf b(\mathbf b\cdot\mathbf p)+\mathrm{Re}\,L\,\big(\mathbf p-\mathbf b(\mathbf b\cdot\mathbf p)\big)+\mathrm{Im}\,L\;\mathbf b\times\mathbf p\Big].$$

The three Cartesian equations were also solved numerically for the layer of the example, with $\mathbf b=(2,-1,2)/3$, $\mathbf p=(0.48,0.60,0.64)$ and fields of 5, 20 and 50 mT. The largest difference from this formula, relative to the length of $\mathbf Q$, was about $5\times10^{-15}$. That comparison included the leaky contact treated below, with leak velocity $D/2\lambda$.

Spin-orbit coupling turns the spin flux into a sideways charge current. To first order in the spin Hall angle $\theta$, and with the layer short-circuited so that no in-plane electric field builds up, the current per unit width is

$$\mathbf K=\theta\,\hat{\mathbf z}\times\mathbf Q ,$$

with a factor $e$ on the right in SI units. This relation fixes the sign convention for $\theta$.

Suppose first that $\mathbf p$ and $\mathbf b$ both lie in the plane, at an angle $\beta$, and that the current is collected along $\hat{\mathbf z}\times\mathbf p$. Since $p_z=0$, $(\hat{\mathbf z}\times\mathbf Q)\cdot(\hat{\mathbf z}\times\mathbf p)=\mathbf Q\cdot\mathbf p$. The term in $\mathbf b\times\mathbf p$ drops out, and the current relative to its zero-field value is

$$R=\cos^2\beta+\sin^2\beta\,\frac{\mathrm{Re}\,L(\Omega)}{L(0)} .$$

Only the part of the spin across the field is suppressed. When magnetization and field are parallel, $R=1$ at every field, so a Hanle measurement by spin pumping needs a magnet that is held away from the field direction.

If the field instead points along the layer normal, $\mathbf Q=q_0(\mathrm{Re}\,L\,\mathbf p+\mathrm{Im}\,L\,\hat{\mathbf z}\times\mathbf p)$. Taking the cross product once more,

$$\mathbf K=\theta q_0\left(\mathrm{Re}\,L\;\hat{\mathbf z}\times\mathbf p-\mathrm{Im}\,L\;\mathbf p\right).$$

The second term is a current along the injected spin, and it changes sign when the field is reversed. Here $\mathrm{Im}\,L$ appears directly as a measurable current.

The difference between spin content and spin flow can be seen by expanding in diffusion modes. Let $k_m=m\pi/d$ and $S_m=\int_0^d s_+\cos(k_mz)\,dz$. Two integrations by parts give

$$D\int_0^d s_+''\cos(k_mz)\,dz=D\big[s_+'\cos k_mz\big]_0^d-Dk_m^2S_m=q_+(0)-Dk_m^2S_m ,$$

because $\sin k_mz$ vanishes at both faces, as does $s_+'$ at $z=d$. The equation for $s_+$ then yields

$$S_m=\frac{q_+(0)}{1/\tau+Dk_m^2-i\Omega}.$$

The total transverse spin is $S_0=q_+(0)\tau/(1-i\Omega\tau)$. Its component along the injected direction is a Lorentzian, $1/(1+\Omega^2\tau^2)$, whatever the thickness. The current, however, depends on $\int q_+dz=D[s_+(0)-s_+(d)]$, the difference in spin density between the faces. The cosine series is $s_+(z)=S_0/d+(2/d)\sum_{m\ge1}S_m\cos k_mz$. In the difference between the faces the uniform mode and all even modes cancel, and each odd mode counts twice:

$$L(\Omega)=\frac{4D}{d}\sum_{n=1}^{\infty}\frac{1}{\Gamma_n-i\Omega},\qquad
\Gamma_n=\frac1\tau+\frac{(2n-1)^2\pi^2D}{d^2}.$$

The real part of each term is $\Gamma_n/(\Gamma_n^2+\Omega^2)$. Hence $\mathrm{Re}\,L$ is positive and falls steadily as $|\Omega|$ grows, but it is a sum of Lorentzians of different widths, all wider than $1/\tau$.

In a thin layer the fastest process is diffusion across the thickness. With $u=d/2\Lambda$ and $\tanh u=u-u^3/3+2u^5/15-\dots$,

$$L=\frac d2\left[1-\frac{u^2}{3}+\frac{2u^4}{15}-\dots\right],\qquad u^2=\frac{d^2}{4\lambda^2}(1-i\Omega\tau).$$

The real part of $u^2$ does not depend on field. The field first enters through $\mathrm{Re}\,u^4=(d/2\lambda)^4(1-\Omega^2\tau^2)$, and to leading order

$$1-\frac{\mathrm{Re}\,L(\Omega)}{L(0)}\approx\frac{2}{15}\,\frac{d^4}{16\lambda^4}\,\Omega^2\tau^2=\frac{\Omega^2d^4}{120D^2}\qquad(d\ll\lambda,\ \Omega d^2/D\ll1).$$

The lifetime has cancelled. At fixed net flux, a thin layer's Hanle curve measures the diffusion time $d^2/D$.

In a thick layer, $d\gg\lambda$, the hyperbolic tangent tends to one and $L=\Lambda$. Writing $1-ix=re^{-i\varphi}$ with $\cos\varphi=1/r$,

$$\frac{\mathrm{Re}\,L}{\lambda}=r^{-1/2}\cos\frac\varphi2=\sqrt{\frac{1+\sqrt{1+x^2}}{2(1+x^2)}} .$$

At strong field this falls only as $1/\sqrt{2x}$. The reason is that $L$ now depends on the spin density at the injecting face. A spin injected there a time $t$ ago contributes $1/\sqrt{\pi Dt}$ to that density, so

$$L=D\int_0^\infty\frac{e^{-t/\tau+i\Omega t}}{\sqrt{\pi Dt}}\,dt=\sqrt{\frac{D\tau}{1-i\Omega\tau}} .$$

Recently injected spins carry a large weight and have had little time to turn. Half suppression requires $r^2=2(r+1)$, or $r=1+\sqrt3$, which gives $\Omega\tau\approx2.54$ instead of 1.

For numbers, take rough parameters in the regime of heavily doped n-type silicon at 300 K: electron density $2\times10^{19}$ cm$^{-3}$, mobility 150 cm²/Vs, lifetime 1 ns, $d=1500$ nm and $\theta=10^{-4}$. At this density the electrons are partly degenerate, which raises the Einstein value of $D$ by a factor 1.246, to 4.83 cm²/s, for parabolic bands with a density-of-states mass of $1.08\,m_e$. Masses from 1.06 to 1.18 would give factors from 1.253 to 1.216 and shift the ratio $R$ computed below by up to 0.004. Then $\lambda=\sqrt{D\tau}=695$ nm and $L(0)=695\tanh(1500/1390)=551$ nm.

A field of 20 mT gives $\Omega\tau=3.52$ and $\Lambda=290+219i$ nm. In a thick layer the transverse spin would decay over 455 nm and turn by one radian every 603 nm. For the actual thickness, $L=318+218i$ nm; the real part is about 6000 bohr. The transverse ratio is $318/551=0.576$, and with the field at $\beta=60^\circ$ to the spins

$$R=0.25+0.75\times0.576=0.682 .$$

At 50 mT it is 0.486, on the way to the floor of 0.25 set by the longitudinal part. The layer is not yet thick: the thick-layer formula would give 0.417 for the transverse ratio at 20 mT. The finite thickness lowers $L(0)$ from 695 to 551 nm and raises $\mathrm{Re}\,L$ from 290 to 318 nm, and both changes increase the ratio.

At fixed net flux and with the field perpendicular to the spins, the total spin along $\mathbf p$ halves at 5.7 mT for any thickness. The current halves at 14.4 mT in a thick layer, at 24.7 mT in the 1500 nm layer and at 3.4 T in a 100 nm layer. The last value supposes that the magnet stays fixed, which the pinning field of 200 mT assumed below could not ensure. At 20 mT the 100 nm layer has lost 93% of its total spin along $\mathbf p$ but only $4.4\times10^{-5}$ of its current.

For a nominal source $eq_0=10^6$ A/m², the zero-field sheet current is $10^{-4}\times10^6\times551\times10^{-9}$ A/m, or 55 µA/m. At 20 mT and 60° it falls to 38 µA/m. With the same field along the normal, the current along $\hat{\mathbf z}\times\mathbf p$ is 32 µA/m and the field-odd current along $\mathbf p$ is −22 µA/m.

The condition of fixed flux fails when spins can return to the contact. Let them do so at velocity $v$, equally for all spin directions: $q_+(0)=q_0p_+-vs_+(0)$. Since $s_+(0)=q_+(0)(\Lambda/D)\coth(d/\Lambda)$, solving for $q_+(0)$ replaces $L$ by

$$L_v=\frac{\Lambda\tanh(d/2\Lambda)}{1+(v\Lambda/D)\coth(d/\Lambda)} .$$

In a thick layer with $v|\Lambda|/D\gg1$ this tends to $D/v$, which contains no field. The contact then fixes the spin density at the face, and the Hanle suppression disappears until the field makes $|\Lambda|$ comparable with $D/v$. For a contact resistance of 1000 Ω µm², the example has $v=10$ m/s against $D/\lambda=695$ m/s, and $R$ rises only from 0.682 to 0.687. A thin layer is far more sensitive. With the same contact and the field perpendicular to the spins, the current of the 100 nm layer rises by 9% at 20 mT, because precession lowers the spin density at the contact and with it the return flow. The tiny loss quoted above for that layer therefore holds only at fixed net flux.

That contact also shows that the nominal source is far too strong for spin pumping. If its spin-mixing conductance is comparable with its electrical conductance, $10^9$ S/m², precession at 10 GHz with a cone angle of 0.1 rad pumps roughly $10^9\times(4\times10^{-5}\,\mathrm V)\times0.01\approx400$ A/m². The current collected over a width of 100 µm would then be about 2 pA at zero field, instead of the nominal 5.5 nA. This assumes circular precession. A film magnetized to 1 T in its plane precesses on a flattened ellipse, and at 10 GHz with 0.1 rad as the larger semi-axis it pumps only about 130 A/m², a third as much. A much more transparent contact would raise the flux but also the backflow. The ratio $R$ does not depend on $q_0$ if the response is linear and $q_0$ is the same with and without the field. The first condition is easily met, since even the nominal source polarizes less than 0.1% of the electrons at the face. The second is not automatic in spin pumping: the field also shifts the ferromagnetic resonance, and at a fixed drive frequency this can change the current more than the Hanle effect does. The measured current must then be divided by the pumped flux at each field.

Among the other corrections, a lifetime 30% shorter, as might occur in a warmer device, raises $R$ to 0.727 with $D$ held fixed. Using the nondegenerate $D$ would lower it to 0.648. The assumed mobility is also high for this density: phosphorus-doped silicon has about 100 cm²/Vs, which would lower $R$ to about 0.62 and the half-current field of the 1500 nm layer, with the field perpendicular to the spins, to about 20 mT. A real magnet also turns towards the field. With an assumed pinning field of 200 mT it tilts by 4.7° and $R$ becomes 0.695; a soft magnet that follows the field would show no Hanle suppression, although with fixed contacts its current would still fall to $\cos\beta=0.5$ of the zero-field value because the injected spin turns with the magnet. For a magnet 10 nm thick and 100 µm wide, with a magnetization of 1 T across its width, the field from the edges changes $R$ by less than 0.001 at the middle of the width; at 1 µm from an edge the change is about 0.01, and a local estimate averaged over the width lowers $R$ by about 0.0015. The mean free path and the depletion width, both about 6 nm, are small beside the layer thickness and the spin decay length. Random fields from a rough magnet surface, unequal return of different spin directions and the dc signal from microwave rectification in a metallic magnet, which must be separated from the inverse-spin-Hall current in a measurement, are left out. Electrical shunting by the magnet draws no current while the layer is short-circuited. With a finite resistance in the external circuit it lowers the collected current, but it cancels from $R$ if it does not vary with field. Most of these values are in the numerical output.

## Table of computed values

```
temperature 300 K; electron density 2.0e+19 cm^-3
mobility 150 cm2/Vs; spin lifetime 1.0 ns
DOS mass 1.08, conductivity mass 0.26 m_e
thickness 1500 nm; spin Hall angle 1.0e-04
source spin flux times e: 1.0e+06 A/m2; g = 2.0023
Einstein degeneracy factor: 1.2462
diffusion constant D: 4.833 cm2/s
zero-field diffusion length: 695.2 nm
field 20 mT at 60 deg to spin
Omega: 3.5217 rad/ns; Omega*tau: 3.5217
complex length Lambda: 289.9 + 219.0 i nm
decay length 1/Re(1/Lambda): 455.4 nm
depth per radian of rotation: 602.7 nm
L(0): 551.1 nm
L(field): 317.6 + 218.2 i nm
Re L(field) converted: 6003 bohr
Re L / L(0): 0.5764
oblique suppression ratio: 0.6823
sheet current along zhat x p, no field: 55.11 uA/m
sheet current along zhat x p, in field: 37.60 uA/m
sheet current along p, in field: -10.11 uA/m
current over 100 um, no field: 5.511 nA
current over 100 um, in field: 3.760 nA
field on normal: along p -21.82 uA/m
field on normal: along zhat x p 31.76 uA/m
scan: field mT, ratio at 90 deg, ratio at 60 deg
     2  0.9905  0.9929
     5  0.9445  0.9584
    10  0.8180  0.8635
    20  0.5764  0.6823
    50  0.3140  0.4855
thick-layer ratio at 90 deg, main field: 0.4170
total-spin ratio at 90 deg, main field: 0.0746
current loss at 90 deg for 100 nm layer: 4.41e-05
half-current field, example layer: 24.67 mT
half-current field, thick layer: 14.44 mT
half-current field, 100 nm: 3429 mT
half-total-spin field: 5.68 mT
ratio with nondegenerate D: 0.6480
ratio with lifetime 30% shorter: 0.7266
magnet tilt, 200 mT pinning: 4.72 deg
ratio with magnet tilt: 0.6950
edge field, 1 T x 10 nm magnet: 0.0637 mT
ratio with edge field: 0.6817
leak velocity at 1000 ohm um2: 10.05 m/s; D/lambda 695.2 m/s
ratio with contact leakage: 0.6874
Lorentz deflection, mobility*B: 3.0e-04 rad
mean free path: 5.67 nm
depletion width, 0.6 V and permittivity 11.7: 6.23 nm
spin polarization at contact, no field: 4.61e-04
largest relative error of vector formula: 5.1e-15
```
